# Molecular symmetry number in sublimation and evaporation pressures

## The situation

A solid precursor such as tungsten hexacarbonyl is delivered to a reactor as vapour, and its sublimation pressure limits the supply. The molecule is an octahedron: 24 proper rotations, counting the identity, carry it onto itself. Suppose that one of its six ligands is replaced by a different one, so that 4 such rotations remain, while the binding energy and all force constants stay as they were. Does the pressure change? The answer depends on whether the condensed phase locks the orientation of its molecules.

The number of proper rotations that map a molecule onto itself is its symmetry number \(\sigma\). We treat rigid, nonlinear molecules classically, with an ideal vapour. Internal vibrations are taken to be the same in all phases. The volume per molecule in the condensed phase is neglected against that in the vapour.

## Counting orientations

An orientation is a rotation \(R\) that takes the molecule from a reference position to its actual one. The body axis can point anywhere on a sphere (\(4\pi\)) and the molecule can be turned about it (\(2\pi\)), so

\[
\int d\Omega = 4\pi\cdot 2\pi = 8\pi^2 .
\]

In Euler angles \(d\Omega=\sin\beta\,d\alpha\,d\beta\,d\gamma\). Near a given orientation, \(d\Omega=d^3\theta\) for a small rotation vector \(\boldsymbol\theta\).

Let \(g\) be one of the \(\sigma\) symmetry rotations. The orientations \(R\) and \(Rg\) differ by a permutation of identical nuclei and are one physical configuration. An integral over all \(8\pi^2\) therefore counts each configuration \(\sigma\) times and must be divided by \(\sigma\). This holds in every phase, because it concerns the nuclei and not the surroundings.

The angular momenta are integrated next. With \(\boldsymbol\omega=\dot\alpha\,\mathbf e_1+\dot\beta\,\mathbf e_2+\dot\gamma\,\mathbf e_3\), the momentum conjugate to each angle is \(p_i=\mathbf J\cdot\mathbf e_i\). The rotation axes satisfy \(|\mathbf e_1\cdot(\mathbf e_2\times\mathbf e_3)|=\sin\beta\), so \(d^3p=\sin\beta\,d^3J\), and the phase-space element is \(d\Omega\,d^3J\). For a spherical top with moment of inertia \(I\),

\[
A\equiv\frac1{h^3}\int d^3J\,e^{-J^2/2IkT}
=\left(\frac{2\pi IkT}{h^2}\right)^{3/2}.
\]

For another top, \(I^3\) is replaced by the product of the three principal moments. The free rotor thus has

\[
q_{\rm rot}=\frac{8\pi^2}{\sigma}A .
\]

Quantum mechanics gives the same factor. If the ligand nuclei have no spin, only rotational states unchanged by the symmetry rotations are allowed. For the octahedral example below, at 300 K, the classical integral \(8\pi^2A\) over all orientations is \(1.9546\times10^6\) and the quantum sum over allowed levels is \(8.1442\times10^4\). Their ratio is 23.9994, against \(\sigma=24\).

## Equal chemical potentials

**Vapour.** Let \(\Lambda=h/\sqrt{2\pi mkT}\), and let \(q_{\rm int}\) be the internal partition function. The one-molecule partition function is \(q_g=(V/\Lambda^3)(8\pi^2A/\sigma)q_{\rm int}\). From \(Z=q_g^N/N!\) and Stirling's formula, \(\mu_g=-kT\ln(q_g/N)\). Since \(V/N=kT/p\),

\[
\mu_g=-kT\ln\left[\frac{kT}{p\Lambda^3}\,\frac{8\pi^2A}{\sigma}\,q_{\rm int}\right].
\]

**Crystal.** Each molecule moves independently about its site. The total potential energy is \(-NL\) plus, for each molecule, \(\tfrac12K_tr^2+U(R)\), with \(U=0\) at its minimum. Here \(L\) is the static binding energy of the whole crystal divided by \(N\), and \(K_t\) is the translational force constant. If the three axes differ, \(K_t\) is their geometric mean. The \(N!\) ways of assigning molecules to sites cancel the \(1/N!\) for identical molecules.

The displacement integral is a product of three Gaussians:

\[
\int d^3r\,e^{-K_tr^2/2kT}=\left(\frac{2\pi kT}{K_t}\right)^{3/2}.
\]

With the orientation integral \(\Omega_c=\int d\Omega\,e^{-U(R)/kT}\), and with the small term \(pv\) dropped,

\[
\mu_c=-L-kT\ln\left[\frac1{\Lambda^3}\left(\frac{2\pi kT}{K_t}\right)^{3/2}\frac{A\,\Omega_c}{\sigma}\,q_{\rm int}\right].
\]

Setting \(\mu_g=\mu_c\), dividing by \(-kT\) and exponentiating gives

\[
\frac{kT}{p\Lambda^3}\,\frac{8\pi^2A}{\sigma}\,q_{\rm int}
=e^{L/kT}\,\frac1{\Lambda^3}\left(\frac{2\pi kT}{K_t}\right)^{3/2}\frac{A\,\Omega_c}{\sigma}\,q_{\rm int}.
\]

The factors \(\Lambda^{-3}\), \(A\), \(q_{\rm int}\) and \(1/\sigma\) stand on both sides and cancel. Solving for \(p\),

\[
p=kT\left(\frac{K_t}{2\pi kT}\right)^{3/2}\frac{8\pi^2}{\Omega_c}\,e^{-L/kT}. \tag{1}
\]

The explicit symmetry number has gone from the crystal too. Any dependence on \(\sigma\) must now come from \(\Omega_c\).

## The ordered crystal

The surroundings cannot distinguish \(R\) from \(Rg\), so \(U(Rg)=U(R)\), however irregular the site may be. If \(R_0\) is an orientation of lowest energy, so is every \(R_0g\). These are \(\sigma\) different points of orientation space, because \(R_0g=R_0g'\) implies \(g=g'\). An orientationally ordered crystal is one in which no further wells are occupied.

Near \(R_0\), let \(U\simeq\tfrac12\boldsymbol\theta^{T}\mathbf K\boldsymbol\theta\), and define \(K_r=(\det\mathbf K)^{1/3}\). The other wells have the same shape, by the same invariance. If the librations are small compared with the distance between wells, each Gaussian may be extended to infinity:

\[
\Omega_c=\sigma\,\frac{(2\pi kT)^{3/2}}{\sqrt{\det\mathbf K}}
=\sigma\left(\frac{2\pi kT}{K_r}\right)^{3/2}. \tag{2}
\]

Inserting (2) into (1) gives

\[
\boxed{\,p_{\rm cr}=kT\left(\frac{K_t}{2\pi kT}\right)^{3/2}\frac{8\pi^2}{\sigma}\left(\frac{K_r}{2\pi kT}\right)^{3/2}e^{-L/kT}\,} \tag{3}
\]

At fixed \(T\), \(L\), \(K_t\) and \(K_r\), the sublimation pressure is proportional to \(1/\sigma\). Physically, the crystal holds the molecule in one distinguishable orientation whatever its symmetry, while a symmetric molecule has fewer distinguishable orientations to gain in the vapour.

The well count was tested by integrating over all orientations of model molecules in irregular pockets. The integral was divided by the harmonic value for one well and extrapolated to zero temperature. For \(\sigma=24,12,6,4,2,1\) the result was 24.032, 12.017, 6.015, 4.003, 2.001 and 1.000 wells.

Independent sites are not needed for this factor. If \(N\) molecules are coupled, each can be turned by its own symmetry rotation without changing the energy. One well then implies \(\sigma^N\) equal wells, again a factor \(\sigma\) per molecule. For two coupled planar rotors of threefold symmetry, integration gives 9.046 times the harmonic one-well value, against \(3^2=9\). An excess is expected, since \(1-\cos x\le x^2/2\) makes the cosine wells wider than harmonic ones.

## The liquid of free rotors

In the liquid, let a molecule have energy \(-L_{\rm liq}\) and an effective free volume \(v_f\), which replaces the displacement integral. Free rotation means \(U=0\), so its orientation integral is \(8\pi^2\). Equality of chemical potentials now reads

\[
\frac{kT}{p\Lambda^3}\,\frac{8\pi^2A}{\sigma}\,q_{\rm int}
=e^{L_{\rm liq}/kT}\,\frac{v_f}{\Lambda^3}\,\frac{8\pi^2A}{\sigma}\,q_{\rm int},
\]

and everything rotational cancels:

\[
\boxed{\,p_{\rm liq}=\frac{kT}{v_f}\,e^{-L_{\rm liq}/kT}\,} \tag{4}
\]

At fixed \(L_{\rm liq}\) and \(v_f\), the symmetry number has no effect on evaporation.

Real liquids hinder rotation somewhat. Absorb the orientational mean of \(U\) into \(L_{\rm liq}\), and let \(\delta U\) be the remainder, with zero mean. Expanding the exponential,

\[
\frac1{8\pi^2}\int d\Omega\,e^{-\delta U/kT}
=1+\frac{\langle\delta U^2\rangle}{2(kT)^2}+\dots
\simeq e^{\langle\delta U^2\rangle/2(kT)^2}.
\]

This integral stands in the denominator of \(p\), so weak hindrance multiplies the pressure by \(e^{-\langle\delta U^2\rangle/2(kT)^2}\). To this order, an rms hindrance of \(0.5\,kT\) gives 0.882; higher terms depend on the shape of \(\delta U\). They change this value by one or two percent for smooth potentials, and by up to about 6% for strongly skewed ones with a few narrow wells, such as the least symmetric pocket model above. Symmetry can enter here through the size of \(\delta U\), but there is no factor \(1/\sigma\).

The distinction is between locked and free orientations, not between solid and liquid. If the molecules of a crystal rotated freely, \(\Omega_c=8\pi^2\) in (1) would give

\[
p=kT\left(\frac{K_t}{2\pi kT}\right)^{3/2}e^{-L/kT},
\]

again without \(\sigma\).

Both limits appear when planar rotors are diagonalized with only the symmetric states kept. Relative to the onefold rotor, the ratio of gas to condensed partition functions for two-, three- and fourfold rotors is 0.4992, 0.3319 and 0.2480 when they are locked with equal stiffness. In a weak potential of fixed strength it is 1.0000 for all three.

## Energy and entropy

The powers of \(T\) in (3) are \(1-\tfrac32-\tfrac32=-2\). The Clausius–Clapeyron relation for an ideal vapour therefore gives the sublimation enthalpy

\[
\Delta H_{\rm sub}=kT^2\frac{d\ln p_{\rm cr}}{dT}
=kT^2\left(-\frac2T+\frac{L}{kT^2}\right)=L-2kT .
\]

Equipartition agrees. The vapour has enthalpy \(3kT+kT\), and the six harmonic crystal modes have energy \(6kT\). The symmetry number is absent, so its effect is one of entropy: at a given temperature and vapour pressure, it lowers the sublimation entropy by \(k\ln\sigma\) per molecule and leaves the evaporation entropy unchanged. At coexistence the vapour over the crystal is more dilute by the factor \(\sigma\), which returns \(k\ln\sigma\) to it, so that \(\Delta S=\Delta H/T\) holds there. At a given temperature and fixed values of the other parameters, the entropy of the liquid minus that of the crystal is also lower by \(k\ln\sigma\).

## When lower symmetry does not help

Start from a parent of symmetry number \(\sigma_0\) and change one ligand, so that the symmetry number becomes \(\sigma'\). The old \(\sigma_0\) wells now fall into \(d=\sigma_0/\sigma'\) distinguishable orientations, each with \(\sigma'\) equal wells. Let one orientation be best and the other \(d-1\) cost an energy \(\Delta\), with unchanged curvature. In equilibrium, \(\sigma\) in (2) is replaced by

\[
n=\sigma'\left[1+(d-1)e^{-\Delta/kT}\right],
\]

and at fixed \(L\), \(K_t\) and \(K_r\)

\[
\frac{p'}{p_0}=\frac{\sigma_0}{n}=\frac{d}{1+(d-1)e^{-\Delta/kT}} . \tag{5}
\]

For \(\Delta\gg kT\) the new crystal is ordered and the ratio is \(d=\sigma_0/\sigma'\), as (3) requires. For \(\Delta=0\) the ratio is 1. A mere label, such as a different isotope in this classical treatment, lowers the symmetry number but leaves the pressure unchanged. The vapour gains \(k\ln d\) of entropy, and so does the crystal, through orientational disorder.

In a partly ordered pocket, direct integration gave a ratio of new to parent orientation integrals of 0.3026, while the sum over wells gave 0.2993. The sum over wells gives every well the position and shape of the parent's wells; the direct integration does not, and the two values differ by 1%.

## A hexacarbonyl-like example

The inputs are rough values in the regime of tungsten hexacarbonyl: mass 351.8 u, bond lengths of 0.206 nm (metal–carbon) and 0.115 nm (carbon–oxygen), and \(L=0.82\) eV. The lattice wavenumbers are 40 cm⁻¹ for translation and 50 cm⁻¹ for libration. The geometry gives \(I=8.629\) u nm². With \(\omega=2\pi c\tilde\nu\), the force constants are

\[
K_t=m\omega_t^2=33.16\ \text{N/m},\qquad
K_r=I\omega_r^2=7.934\ \text{eV/rad}^2 .
\]

At 300 K, \(kT=0.02585\) eV. The rms libration about each axis is \(\sqrt{kT/K_r}=3.27^\circ\), small against the \(90^\circ\) turns of an octahedron. The three factors of (3) are

- translation: \(kT(K_t/2\pi kT)^{3/2}=1.413\times10^9\) Torr;
- orientation: \(26951/24=1123\);
- binding: \(e^{-L/kT}=1.677\times10^{-14}\).

Their product is

\[
p_{\rm cr}=1.413\times10^9\times1123\times1.677\times10^{-14}\ \text{Torr}
=0.027\ \text{Torr}\quad(3.5\ \text{Pa}).
\]

A hypothetical ordered partner with \(\sigma=4\), and with \(L\), \(K_t\) and \(K_r\) held fixed, has 0.16 Torr. At 350 K the two pressures are 1.8 and 10.9 Torr. The ratio is \(24/4=6\) at both temperatures.

If the partner is not fully ordered, (5) applies with \(d=6\). At 300 K, wrong orientations costing 0, 0.05, 0.10 and 0.20 eV give pressure ratios of 1.00, 3.48, 5.43 and 5.99. These values treat each molecule as sitting in a fixed field, with one cost for all five wrong orientations. If the cost comes from neighbours that can themselves disorder, the intermediate ratios are lower. A mean-field model with energy \(\tfrac12\Delta(1-\sum_i x_i^2)\) per molecule, where \(x_i\) are the occupations of the six orientations, gives 2.24 at 0.05 eV and 5.01 at 0.10 eV, with the crystal disordered in both cases.

For the liquid at 450 K, take \(L_{\rm liq}=0.51\) eV and \(v_f=2.5\times10^{-4}\) nm³. Equation (4) gives 362 Torr for either molecule. The parent crystal would have 462 Torr at this temperature, so the liquid is the more stable of the two phases in the model. The ordered partner crystal would have six times 462 Torr, yet its liquid still has 362 Torr. Melting can also limit the gain at lower temperatures. If the same \(L_{\rm liq}\) and \(v_f\) held at 350 K, the liquid would have 6.6 Torr. The partner crystal, with 10.9 Torr, would then be metastable, and the stable phases of the two compounds would differ in pressure by a factor of about 3.6 instead of 6.

## How far the numbers can be trusted

The parent's pressure is of the size known for tungsten hexacarbonyl at room temperature, roughly a few hundredths of a Torr. This does not confirm the model, because \(L\) is an adjustable input and a decrease of 0.01 eV raises the pressure by a factor of 1.47. The liquid parameters are illustrative: the real compound decomposes in roughly that temperature range.

For equal relative changes of the parameters in (3), the pressure here is most sensitive to the binding energy. At 300 K an increase of \(L\) by \(kT\ln6=46\) meV, about 6% of its value, cancels the whole gain. Lowering both force constants by 20% roughly halves the gain, and lowering them by 45% removes it. The factor \(1/\sigma\) by itself is therefore a useful guide to volatility only among ordered crystals with nearly equal binding energies and similar force constants. In real compounds a change of symmetry also changes the binding energy and the melting point, which this comparison does not predict.

Internal vibrations can matter too. A classical mode of frequency \(\nu\) contributes a factor \(kT/h\nu\) to the partition function. If nine soft modes had frequencies 5% higher in the crystal than in the vapour, the classical pressure would therefore rise by a factor of \(1.05^9=1.55\). This factor drops out of the comparison only if it is the same for both molecules.

The other corrections estimated here for the crystal at 300 K are smaller. Quantum lattice motion multiplies the pressure by 1.012, and anharmonic libration in a cubic test field by 0.976. Gas imperfection, for a rough virial coefficient of magnitude 5 nm³, is a few parts in a million; in the liquid example it reaches about 4%. If the free volume were a hard-walled cube, quantum effects at its walls would raise the liquid pressure by 11%, so \(v_f\) is best read as an effective parameter. The numerical output lists these values.

## Table of computed values

```
Wells found by integration over all orientations (pocket model):
  octahedral MA6      sigma = 24, wells = 24.032, hot-limit factor = 1.00044
  tetrahedral MA4     sigma = 12, wells = 12.017, hot-limit factor = 1.00041
  planar MA3          sigma =  6, wells = 6.015, hot-limit factor = 1.00027
  octahedral MA5B     sigma =  4, wells = 4.003, hot-limit factor = 1.00050
  cis MA4B2           sigma =  2, wells = 2.001, hot-limit factor = 1.00090
  octahedral MABCDEF  sigma =  1, wells = 1.000, hot-limit factor = 1.00082
Partly ordered MA5B/MA6 orientation integrals: 0.3026 (well sum 0.2993)
Planar rotor, gas/condensed ratio relative to 1-fold:
  1-fold: locked 1.0000, nearly free 1.0000
  2-fold: locked 0.4992, nearly free 1.0000
  3-fold: locked 0.3319, nearly free 1.0000
  4-fold: locked 0.2480, nearly free 1.0000
Two coupled 3-fold rotors: 9.046 wells (harmonic count)
Example, rough values in the regime of W(CO)6:
  bond lengths M-C 0.206 nm, C-O 0.115 nm
  mass 351.8 u; moment of inertia 8.629 u nm^2
  lattice modes 40 (translation), 50 (libration) cm^-1
  force constants Kt 33.16 N/m, Kr 7.934 eV/rad^2
  binding energy L 0.82 eV; kT at 300 K 0.02585 eV
  rms libration per axis at 300 K 3.27 degrees
  rotor sum at 300 K: unrestricted 1.9546e+06, allowed 8.1442e+04
  their ratio 23.9994
  translational prefactor at 300 K 1.4133e+09 Torr
  orientation factor 26951.1 for n = 1, 1123.0 for n = 24
  Boltzmann factor exp(-L/kT) at 300 K 1.6773e-14
  crystal at 300 K: sigma 24: 0.0266 Torr, ordered sigma 4: 0.1597 Torr
  crystal at 350 K: sigma 24: 1.8165 Torr, ordered sigma 4: 10.8990 Torr
  main result at 300 K, sigma 24: 3.549 Pa
  sublimation enthalpy at 300 K: level sums 0.7677 eV, L-2kT 0.7683 eV
  wrong orientation costs 0.00 eV: partner/parent pressure 1.000
  wrong orientation costs 0.05 eV: partner/parent pressure 3.483
  wrong orientation costs 0.10 eV: partner/parent pressure 5.432
  wrong orientation costs 0.20 eV: partner/parent pressure 5.987
  change of L that offsets the factor 6 at 300 K: 46.3 meV
Liquid at 450 K: L_liq 0.51 eV, free volume 2.50e-04 nm^3
  liquid pressure, any sigma: 362.0 Torr
  crystal at 450 K, sigma 24: 462.2 Torr
Neglected effects, as factors on the pressure unless stated:
  quantum lattice motion at 300 K: 1.0119
  anharmonic libration in a cubic test field at 300 K: 0.9762
  9 soft internal modes stiffer by 5 % in crystal: 1.551
  L smaller by 0.01 eV at 300 K: 1.472
  gas imperfection |B|p/kT for |B| = 5 nm^3 (rough): 4.3e-06 at 300 K, 0.039 in liquid case
  liquid hindrance of rms 0.5 kT: 0.882
  quantum wall effect in a cubic liquid cell: 1.112
```
